\section*{Constant-capacitance voltage transients are linear in the moment of trapped charge}

\section{A uniform slab}

Take a Schottky contact at $x=0$ on n-type material with $N_d$ shallow donors per volume. It also holds $N_t<N_d$ acceptor-like electron traps, negative when filled and neutral when empty. Let $n_t$ be the density of filled traps. Suppose first that the depletion region $0<x<W$ holds no free electrons and that $n_t$ is uniform in it. Beyond $W$ the material is neutral.

Let $B(x)$ be the upward band bending relative to the bulk, in volts; it is minus the electrostatic potential. With $\kappa=q/\varepsilon$, Poisson's equation and its solution with $B(W)=B'(W)=0$ are
\begin{equation}
B''=\kappa(N_d-n_t),\qquad B(x)=\frac{\kappa}{2}(N_d-n_t)(W-x)^2 .
\end{equation}
The total bending $V=B(0)$, which is the applied reverse bias plus a constant built-in part, is therefore
\begin{equation}
V=\frac{\kappa}{2}(N_d-n_t)W^2 .
\label{slab}
\end{equation}
A fast probe moves electrons at $W$ while the traps stand still. If it uncovers a charge $\delta Q$ per area at depth $W$, the voltage changes by $\delta V=W\,\delta Q/\varepsilon$. The capacitance per area is then $C=\delta Q/\delta V=\varepsilon/W$.

Two experiments can follow the emission of electrons from the traps. If feedback holds $C$, then $W$ is fixed and (\ref{slab}) is linear in $n_t$ for any ratio $n_t/N_d$ below one. If the voltage is held instead,
\begin{equation}
C=\sqrt{\frac{q\varepsilon(N_d-n_t)}{2V}}
=C_\infty\left(1-\frac{n_t}{2N_d}-\frac{n_t^2}{8N_d^2}-\dots\right),
\end{equation}
where $C_\infty$ belongs to empty traps. This is linear for dilute traps, but not for comparable densities. With $N_t=N_d/2$ and half the traps emptied, the fraction of the capacitance signal still to come is $(1-\sqrt{0.75})/(1-\sqrt{0.5})=0.457$, not $0.5$.

The slab leaves three matters open: charge that varies with depth, free electrons near $W$, and traps near $W$ that stay filled.

\section{Charge that varies with depth}

Keep free electrons in Poisson's equation, $B''=\kappa(N_d-n_t-n)$. Multiply by $x$ and integrate by parts from the contact to a plane $x_*$:
\begin{equation}
\int_0^{x_*}xB''\,dx=x_*B'(x_*)-B(x_*)+V .
\label{parts}
\end{equation}
If $n$ is negligible for $x<x_*$, this gives
\begin{equation}
V=B(x_*)-x_*B'(x_*)+\kappa\int_0^{x_*}x(N_d-n_t)\,dx .
\label{left}
\end{equation}
A trapped electron thus lowers $V$ in proportion to its depth. If holding $C$ also holds $B$ and $B'$ at $x_*$, the voltage is linear in the \emph{first moment} of the trapped charge. It is linear in the total trapped charge when the depth profile changes in size but not in shape. What remains is to show that fixed $C$ does fix $B(x_*)$ and $B'(x_*)$.

\section{What the capacitance measures when electrons are present}

Assume nondegenerate electrons with a flat quasi-Fermi level, so that $n=n_0e^{-qB/kT}$. Let the traps to the right of $x_*$ be filled and remain so; bulk neutrality then gives $n_0=N_d-N_t$. In that region
\begin{equation}
B''=\kappa n_0\left(1-e^{-qB/kT}\right).
\end{equation}
Multiplying by $B'$ and integrating from the bulk, where $B=B'=0$, gives
\begin{equation}
\frac{B'^2}{2}=\kappa n_0\left[B+\frac{kT}{q}\left(e^{-qB/kT}-1\right)\right].
\end{equation}
At $x_*$ the exponential, which is $n/n_0$, is negligible:
\begin{equation}
B'^2=2\kappa n_0\left(B-\frac{kT}{q}\right).
\label{first}
\end{equation}

Now apply a small probe voltage with the traps frozen. The electron density changes by $\delta n=-(qn/kT)\,\delta B$, so
\begin{equation}
\delta B''=\frac{\kappa q n}{kT}\,\delta B .
\end{equation}
To the left of $x_*$ the right-hand side vanishes and $\delta B$ is a straight line. The charge per area is $Q=-\varepsilon B'(0)$, hence $C=-\varepsilon\,\delta B'(0)/\delta B(0)$. With the definition $W=\varepsilon/C$, $W$ is the depth at which this line extrapolates to zero:
\begin{equation}
W=x_*-\frac{\delta B(x_*)}{\delta B'(x_*)} .
\end{equation}
The perturbed solution also obeys (\ref{first}). Varying that relation gives $2B'\delta B'=2\kappa n_0\,\delta B$, so $\delta B/\delta B'=B'/(\kappa n_0)$. Since $B'<0$,
\begin{equation}
B'(x_*)=-\kappa n_0(W-x_*),\qquad
B(x_*)=\frac{kT}{q}+\frac{\kappa n_0}{2}(W-x_*)^2 ,
\label{edge}
\end{equation}
the second relation following from (\ref{first}). Fixed $W$ therefore fixes both quantities. The boundary terms of (\ref{left}) become
\begin{align}
B(x_*)-x_*B'(x_*)&=\frac{kT}{q}+\frac{\kappa n_0}{2}\left[(W-x_*)^2+2x_*(W-x_*)\right]\nonumber\\
&=\frac{kT}{q}+\frac{\kappa n_0}{2}\left(W^2-x_*^2\right).
\end{align}
The last term is $\kappa\int_{x_*}^{W}x\,n_0\,dx$, so that
\begin{equation}
V=\frac{kT}{q}+\kappa\int_0^W x\,(N_d-n_t)\,dx .
\label{V}
\end{equation}
Two times in a constant-capacitance transient differ by
\begin{equation}
V(t)-V(\infty)=-\frac{q}{\varepsilon}\int_0^{x_*}x\left[n_t(x,t)-n_t(x,\infty)\right]dx .
\label{moment}
\end{equation}
No expansion in $N_t/N_d$ was made. The condition is that the trapped charge changes only where free electrons are negligible. For donor-like traps (neutral when filled), replace $N_d-n_t$ by $N_d+N_t-n_t$ and $n_0$ by $N_d$; (\ref{moment}) is unchanged.

\subsection*{Numerical trial of the condition}

The nonlinear Poisson equation with Boltzmann electrons was solved by finite differences and Newton iteration, on a 4 nm grid reaching 6000 nm. The capacitance came from the linear response with frozen traps, and the voltage was adjusted until $W=3000$ nm. I used $T=220$ K, relative permittivity 11.7 and $N_d=10^{15}$ cm$^{-3}$, so that $kT/q=18.96$ mV and $\kappa=1.5466$ V\,nm.

Traps between 602 and 1798 nm were emptied in steps of one quarter; shallower ones were empty and deeper ones filled throughout. For $N_t/N_d=0.05$, $0.5$ and $0.8$, emptying them all raises the voltage by 0.111, 1.110 and 1.776 V. The largest departure from (\ref{moment}) was below 0.001 mV.

The law weakens when the emptied window, at $N_t/N_d=0.5$, is extended to 2898 nm. The predicted shift is 3.107 V and the largest error 74 mV, or 2.4\% of it. The window now ends 102 nm from $W$, within the Debye length $\sqrt{kT/(q\kappa n_0)}=157$ nm, where electrons are plentiful.

The weighting by depth shows in two sheets of filled traps, each 400 nm thick with $5\times10^{14}$ cm$^{-3}$, centred at 602 and 1602 nm. They hold equal charge but lower the voltage by 0.186 and 0.496 V. The ratio 2.661 is that of the depths.

\section{Traps near the edge}

Trap occupancy follows capture and emission,
\begin{equation}
\frac{\partial n_t}{\partial t}=c\,n(N_t-n_t)-e\,n_t .
\label{rate}
\end{equation}
Its steady state is $n_t=N_t\,n/(n+n_1)$ with $n_1=e/c$. Detailed balance, with trap degeneracy factor one, gives $n_1=N_ce^{-E_t/kT}$ for a level $E_t$ below the conduction band. Traps are mostly filled where $n>n_1$ and mostly empty where $n<n_1$. The crossing $n=n_1$ lies at a depth $X=W-\lambda$, where $B=(kT/q)\ln(n_0/n_1)$. Treating the occupancy as a sharp step there and using (\ref{edge}),
\begin{equation}
\lambda^2=\frac{2}{\kappa n_0}\,\frac{kT}{q}\left[\ln\frac{n_0}{n_1}-1\right].
\label{lambda}
\end{equation}

The layer $X<x<W$ stays filled during emission. By (\ref{edge}), holding $W$ fixes the bending at each depth in this layer where $n$ is already negligible, $X$ included. The crossing therefore stands still, and emission takes place to its left, where $n<n_1\ll n_0$. In this sharp-step picture the condition for (\ref{moment}) holds by itself. What is neglected is the thermal rounding of the step, which matters more as $N_t$ approaches $N_d$.

The probe must also leave the traps behind. At $X$ they relax at the rate $e+cn_1=2e$, far below the probe frequency. Nearer $W$ they relax faster, but they are nearly full: their response is proportional to $f(1-f)$, with $f=n_t/N_t$. Where $cn$ reaches the angular probe frequency $\omega$, $1-f\approx e/\omega$ is tiny.

\section{The complete transient}

A filling pulse lowers the bending to $V_p$ for several times $1/e$, long enough to reach the steady state. In that state the traps at $x<x_1$ are empty, the rest are filled, and the pulse depletion edge lies at $x_1+\lambda$. Equation (\ref{V}) gives
\begin{align}
V_p-\frac{kT}{q}&=\frac{\kappa}{2}\left\{N_dx_1^2+n_0\left[(x_1+\lambda)^2-x_1^2\right]\right\}\nonumber\\
&=\frac{\kappa}{2}\left(N_dx_1^2+2n_0\lambda x_1+n_0\lambda^2\right).
\label{pulse}
\end{align}
When the loop restores $W$, the traps in $x_1<x<X$ begin to empty. If $e$ is uniform and recapture negligible, $n_t=N_te^{-et}$ there, and (\ref{moment}) becomes
\begin{equation}
V(t)=V(\infty)-\frac{\kappa N_t}{2}\left(X^2-x_1^2\right)e^{-et}.
\label{transient}
\end{equation}
With traps empty up to $X$ and filled beyond, (\ref{V}) gives
\begin{equation}
V(\infty)=\frac{kT}{q}+\frac{\kappa}{2}\left(n_0W^2+N_tX^2\right).
\end{equation}
For $\lambda\to0$ and $x_1\to0$ the amplitude returns to the slab value $\kappa N_tW^2/2$. Linearity and exponential decay are separate properties: a fixed emission rate that varies with depth turns the decay into a sum of exponentials and leaves (\ref{moment}) intact.

\section{Numbers for irradiated silicon}

The following rough values lie in the regime of electron-irradiated, phosphorus-doped silicon with the vacancy--phosphorus acceptor. They are $N_d=10^{15}$ cm$^{-3}$ remaining donors, $N_t=5\times10^{14}$ cm$^{-3}$, $E_t=0.45$ eV, capture cross section $\sigma=10^{-15}$ cm$^2$, $T=220$ K, $W=3000$ nm and $V_p=0.55$ V. Thus $n_0=N_t$.

With a density-of-states mass $1.08\,m_e$, $N_c=2(2\pi mkT/h^2)^{3/2}=1.77\times10^{19}$ cm$^{-3}$ and $n_1=8.69\times10^{8}$ cm$^{-3}$. With a velocity mass $0.26\,m_e$, $v=\sqrt{3kT/m}=1.96\times10^7$ cm/s. Hence $e=\sigma vn_1=17$ s$^{-1}$, a time constant of 59 ms.

In the bulk the Fermi level lies $kT\ln(n_0/n_1)=0.2514$ eV above the trap. With $\kappa n_0=7.733\times10^{-7}$ V/nm$^2$, (\ref{lambda}) gives
\begin{equation}
\lambda=\sqrt{\frac{2(0.2514-0.0190)}{7.733\times10^{-7}}}\ \mathrm{nm}=775\ \mathrm{nm},\qquad X=2225\ \mathrm{nm}.
\end{equation}
The positive root of (\ref{pulse}) is $x_1=345$ nm. The amplitude is
\begin{equation}
\frac{7.733\times10^{-7}}{2}\left(2224.6^2-344.7^2\right)\ \mathrm{V}=1.87\ \mathrm{V},
\end{equation}
and the voltage climbs from 3.54 to 5.41 V.

To size the rounded trap edge, (\ref{rate}) was integrated together with the Poisson solution, in time steps of $0.05/e$ (finer ones for the rates at $et<0.05$), with $W$ held. The voltage then runs from 3.55 to 5.42 V with amplitude 1.87 V. Three results separate the claims:
\begin{itemize}
\item The moment law (\ref{moment}) holds to $2\times10^{-6}$ of the amplitude.
\item Proportionality to total trapped charge holds to 0.6\% of the amplitude, since the profile nearly keeps its shape.
\item The largest departure from $e^{-et}$ is 1.4\% of the amplitude. Most of it is a faster apparent rate, whose excess over $e$ is 13\% at $et=0.01$, 5\% at $et=0.15$, 1\% at $et=2$ and 0.4\% at $et=5$. At earlier times the excess is larger, because filled traps beyond $X$ also emit at first, out to where $n/n_1\approx1/(et)$. It grows roughly as $\ln(1/et)$ down to $et\approx10^{-3}$, where it is 23\%, then faster, and levels off at 68\% below $et\approx10^{-7}$, since the emitting layer ends near $W$. An exponential with rate and height chosen to minimise the largest miss has a rate about 3\% above $e$ and is off by about 0.3\%; a least-squares fit over $0<et<6$ gives a rate 2.3\% above $e$ and misses by 0.9\% at the start.
\end{itemize}
The 1.4\% departure comes from the edge. Near $X$ the electron density grows by a factor $e^{1}$ over $kT/(q\kappa n_0\lambda)=32$ nm, and by (\ref{rate}) occupancy relaxes at $e(1+n/n_1)$, faster than $e$. A layer 32 nm thick at $X$ carries $2\times31.6X/(X^2-x_1^2)=2.9\%$ of the amplitude, which is the right order. The crossing itself drifts by 1.2 nm. The sharp-step formulas worsen as $n_0$ falls. With the same $N_d$, $W$ and $V_p$ but $N_t/N_d=0.8$, $0.9$ and $0.95$, the amplitude in (\ref{transient}) is low by 1.7\%, 6\% and 35\% and the crossing drifts by 8, 26 and 63 nm, while (\ref{moment}) still gives the amplitude to $3\times10^{-4}$ or better.

\section{The same traps at constant voltage}

Hold the voltage instead, at the same final value, so that the final width is again 3000 nm. The filled layer now follows $W(t)$. If traps overtaken by it refill at once, and $f=e^{-et}$ in $x_1<x<W-\lambda$, then (\ref{V}) gives
\begin{align}
\frac{2}{\kappa}\left(V-\frac{kT}{q}\right)&=N_dW^2-N_t\left\{f\left[(W-\lambda)^2-x_1^2\right]+W^2-(W-\lambda)^2\right\}\nonumber\\
&=n_0W^2+N_t(1-f)(W-\lambda)^2+N_tfx_1^2 .
\end{align}
Just after the pulse ($f=1$) this gives $W=3719$ nm, and at $f=\tfrac12$ it gives 3279 nm. The fraction of the capacitance signal then left is
\begin{equation}
\frac{1-3000/3279}{1-3000/3719}=0.44 .
\end{equation}
The coupled integration, with steps of $0.01/e$, gives 0.41; at constant capacitance the corresponding voltage fraction is 0.486. The crossing $n=n_1$ moves by 718 nm up to $et=5$ and by 720 nm in all. Refilling takes time, so fewer traps are filled than the formula assumes. The positive charge is then larger, $W$ smaller, and less signal remains, which is the sign of the difference. Rounding of the edge acts in the same direction and contributes at least as much: with a rounded edge but instant refilling the fraction is 0.42. For a contact of 1 mm$^2$ the capacitance runs from 27.8 to 34.5 pF.

\section{Beside a real diode}

A trap density of half the donor density is far above the dilute case in which the capacitance at constant voltage is linear in the first moment of the trapped charge; it suits heavily irradiated material. Such silicon also contains other defects, notably the divacancy, with a level close to this one. For levels this deep, with $n_1\ll n_0$ and $e\ll\omega$, the moments add in (\ref{moment}), but the decay becomes a sum of exponentials. Shallower levels, such as those near 0.23 and 0.17 eV in irradiated silicon, lie close to the bulk Fermi level, here 0.20 eV below the band. They change charge where electrons are present and follow the probe in part or almost fully, so (\ref{edge}) and (\ref{V}) do not cover them. On the time scale of the transient, however, their charge at each depth depends on $B$ alone, so holding $C$ still fixes $B$ and $B'$ at $x_*$, and (\ref{moment}) still holds for the deep traps. Damage need not be uniform in depth either: the two sheets above show equal trapped charge giving signals that differ by a factor 2.7. If $N_t$ varies beyond $x_*$, (\ref{edge}), (\ref{V}) and (\ref{lambda}) no longer hold as written. The solution there still has one free parameter, which the held $C$ fixes, so (\ref{moment}) survives. For $N_t=N_d[0.3+0.4e^{-(x/2500\,\mathrm{nm})^2}]$ the term $kT/q=19$ mV in (\ref{V}) is replaced by one that depends on $W$, 30 mV at $W=3000$ nm (36 mV at 2000 nm, 21 mV at 5000 nm), while (\ref{moment}) holds to $10^{-5}$ of the shift.

The neglected effects are small here, with one reservation.
\begin{itemize}
\item The peak field, $\kappa(N_dX+n_0\lambda)=0.040$ MV/cm, is 13\% of a rough breakdown field of 0.3 MV/cm.
\item The tunnelling energy of the contact, $(q\hbar/2)\sqrt{N_d/(m\varepsilon)}$, is 2\% of $kT$ for the light transverse mass $0.19\,m_e$, so emission over the barrier dominates. Under reverse bias the field still matters: at the peak field the image force lowers the barrier by 22 meV, which triples the current, and a one-dimensional estimate of tunnelling through the barrier top adds about 10\%. Both act only through the leakage current.
\item The degeneracy measure $n_0/N_c$ is $3\times10^{-5}$. The neutral donor fraction, $2(n_0/N_c)e^{E_d/kT}$ with $E_d=0.045$ eV, is $6\times10^{-4}$.
\item For equal masses and cross sections, and a gap $E_g$ of about 1.14 eV, hole emission is $e^{-(E_g-2E_t)/kT}=3\times10^{-6}$ of electron emission.
\item A 1 MHz probe has an angular frequency $2\times10^5$ times the trap rate $2e$.
\end{itemize}

The reservation concerns field-assisted emission. An electron may be lifted thermally to an energy $\delta$ below the band edge and tunnel the rest of the way in the field $F$. This changes the emission exponent by
\begin{equation}
\frac{\delta}{kT}-\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar qF},
\end{equation}
whose maximum over $\delta$ is $\hbar^2q^2F^2/[24m(kT)^3]$. At the contact, in the final field and with $m=0.19\,m_e$, the gain in rate is 4\%; averaged over the six valleys it is 3\%. The traps that emit lie deeper, where the light-mass gain falls from 3\% at $x_1$ to 0.1\% at $X$. Because this exponent is small, its maximum is not sharp, and the figure depends on the model and is no bound. A thermal average over the band states in the field gives the same 4\%, while summing the one-dimensional factor over $\delta/kT$ with unit weight nearly doubles the rate. Such a gain raises the decay rate without touching (\ref{moment}), but it need not make the decay less exponential. At fixed $C$ the field rises as the traps empty, so the gain grows in time, against the falling rate caused by the edge. With emission and capture scaled by the same local factor, the least-squares rate goes from $1.023\,e$ to $1.029\,e$ for the exponential factor and to $1.40\,e$ for the summed one, while the largest miss of the fit falls from about 0.9\% to about 0.8\% and 0.2\%.

Temperature also sets the measured rate. Since $e\propto T^2e^{-E_t/kT}$, it changes by $(E_t/kT+2)/T=12\%$ per kelvin. The field gain in the fitted rate equals a temperature error of 0.05 K for the exponential factor and of 2.7 K for the summed one. Leakage current, left out here, can supply carriers for capture inside the depletion region. It would then alter the occupancy and its decay, while (\ref{moment}) would still convert that occupancy into voltage as long as the free-carrier charge stays negligible.

Numbers in the example were calculated in double precision.
